Free-carrier index, absorption and π-phase length in silicon from the Drude model

**1. Definitions and conventions**

Light of vacuum wavelength λ and angular frequency ω = 2πc/λ travels along x in silicon. Its vacuum wave number is k₀ = ω/c. Fields vary as exp(−iωt), and physical quantities are real parts. Without free carriers the refractive index is a real number n. With carriers it becomes

n′ + iκ = √(n² + Δε),

where Δε is the carriers' contribution to the relative permittivity. The field varies as exp[ik₀(n′ + iκ)x], so a positive κ means decay. Power is proportional to the squared field and falls as exp(−2k₀κx). The index change and the power absorption coefficient due to the carriers are therefore

Δn = n′ − n,  Δα = 2k₀κ.

There are N electrons and P holes per volume. A subscript q stands for either type, with density N_q, conductivity mass m_q, scattering time τ_q and mobility μ_q. The elementary charge is e and the free-electron mass is m₀. Two dimensionless quantities are used throughout:

a_q = N_q e²/(ε₀ m_q ω²),  s_q = 1/(ωτ_q).

The first is the squared plasma frequency over ω², with the vacuum permittivity in the plasma frequency. The second is small when a carrier scatters rarely during one optical cycle. Sums over both types are written Σ.

The example has λ = 1550 nm and N = P = 10¹⁸ cm⁻³, that is, 10¹⁸ cm⁻³ of each type. The whole optical mode is taken to overlap the carriers. The silicon inputs are rounded empirical values: n = 3.5, valley masses 0.92 m₀ and 0.19 m₀, hole mass 0.39 m₀, and mobilities of 300 cm²/(V s) for electrons and 150 cm²/(V s) for holes.

**2. The electron mass**

Silicon's conduction band has six ellipsoidal valleys, two on each cubic axis. In a valley the mass is m_l along its axis and m_t across it. With the valleys equally filled, a force along x meets the inverse mass 1/m_l in one third of them and 1/m_t in two thirds. The mean acceleration per unit force is

1/m_e = (1/3)(1/m_l) + (2/3)(1/m_t).

The same holds along y and z. By symmetry the averaged tensor has no off-diagonal elements, so it is isotropic and one number suffices for any field direction. Multiplying by 3 and inverting gives

m_e = 3/(1/m_l + 2/m_t) = 3 m₀/(1.087 + 10.526) = 0.258 m₀.

Unequal filling, for instance under strain, would spoil this average.

**3. The Drude response**

Each carrier feels the macroscopic optical field E and a friction force that relaxes its velocity v in the time τ_q. For an electron, with charge −e,

m_q dv/dt = −eE − m_q v/τ_q.

In steady state dv/dt = −iωv. Collecting the terms in v,

v = −(eE/m_q)/(1/τ_q − iω).

The current density is J = −N_q e v. The two minus signs cancel:

J = (N_q e²/m_q) E/(1/τ_q − iω).

A hole has charge +e in both places, so its contribution has the same sign. The current is the time derivative of the polarization, J = −iωΠ, hence Π = iJ/ω. Since Π = ε₀ Δε E,

Δε = Σ i N_q e²/[ε₀ m_q ω (1/τ_q − iω)].

Taking a factor ω out of the bracket leaves ω(s_q − i), and the prefactor becomes a_q:

Δε = Σ i a_q/(s_q − i).

Multiplying numerator and denominator by s_q + i makes the denominator s_q² + 1 and the numerator a_q(is_q − 1). Thus

Re Δε = −Σ a_q/(1 + s_q²),

Im Δε = Σ a_q s_q/(1 + s_q²).

The real part is negative, so the carriers reduce the permittivity. Well above the scattering rate, a free carrier's displacement is nearly opposite to the force on it. The imaginary part is positive and describes loss.

**4. Leading order**

The asymptotic regime has two conditions, s_q ≪ 1 and Σa_q ≪ n². Define

A = Σ a_q,  B = Σ a_q s_q.

To leading order in s_q, Re Δε = −A and Im Δε = B. To first order in Δε, √(n² + Δε) = n + Δε/(2n). The real part gives

Δn₀ = −A/(2n) = −[e²/(2nε₀ω²)] (N/m_e + P/m_h).

The imaginary part is κ₀ = B/(2n). Since a_q s_q = a_q/(ωτ_q),

Δα₀ = 2k₀κ₀ = (ω/c)(B/n) = Σ a_q/(ncτ_q).

Written out,

Δα₀ = [e²/(ncε₀ω²)] [N/(m_e τ_e) + P/(m_h τ_h)].

The index change does not contain the scattering time at this order, while the absorption is proportional to the scattering rate. In the limit τ_q → ∞ the absorption vanishes and the index change survives. The index estimate thus needs mainly a mass, but the absorption estimate also needs a scattering time that is valid at the optical frequency.

The absorption can be checked by energy conservation. For a field amplitude E₀, the mean power given to one carrier is half the real part of force times velocity:

w_q = (e²E₀²/2m_q) Re[1/(1/τ_q − iω)] = (e²E₀²/2m_q) (1/τ_q)/(1/τ_q² + ω²).

The intensity is n′cε₀E₀²/2. Dividing the absorbed power per volume, ΣN_q w_q, by the intensity cancels E₀²/2:

Δα = Σ [N_q e²/(n′cε₀m_q)] (1/τ_q)/(1/τ_q² + ω²).

For s_q ≪ 1 the last factor tends to 1/(ω²τ_q), and for Σa_q ≪ n² the index n′ tends to n. This reproduces Δα₀.

**5. The first correction**

The error of the leading order has two sources: the neglected s_q² in the response and the neglected quadratic term of the square root. The second follows from

√(n² + Δε) = n + Δε/(2n) − (Δε)²/(8n³) + … .

The real part of (Δε)² is (Re Δε)² − (Im Δε)². Its second term is smaller than the first by a factor of order s_q² and is dropped here. In the linear term, 1/(1 + s_q²) = 1 − s_q² + … . Therefore

Δn = −A/(2n) + Σa_q s_q²/(2n) − A²/(8n³) + … .

Taking out the common factor −A/(2n) gives

Δn = Δn₀ [1 − Σa_q s_q²/A + A/(4n²)] + … .

Because A = 2n|Δn₀|, the last term in the bracket equals |Δn₀|/(2n). The two corrections have opposite signs. Scattering weakens the reactive response, while the curvature of the square root makes the index fall slightly faster than linearly with density.

For the absorption, the imaginary part of (Δε)² is 2 Re Δε Im Δε, which is −2AB to the order needed. Then

κ = Σa_q s_q(1 − s_q²)/(2n) + AB/(4n³) + … .

Taking out B/(2n), and using A/(2n²) = |Δn₀|/n,

Δα = Δα₀ [1 − Σa_q s_q³/B + |Δn₀|/n] + … .

The positive term arises because the carriers lower the index. The same dissipated power then belongs to a smaller intensity at given field amplitude.

These corrections measure the error of the expansion relative to the full Drude model. They do not measure the error of the Drude model relative to silicon.

**6. The π-phase length**

Compare two equal paths of length L, one with carriers and one without. Their phase difference has magnitude k₀|Δn|L. Setting it equal to π and using k₀ = 2π/λ,

L = π/(k₀|Δn|) = λ/(2|Δn|).

The leading value is L₀ = λ/(2|Δn₀|). Inverting the bracket for Δn to first order reverses the signs of its corrections:

L = L₀ [1 + Σa_q s_q²/A − |Δn₀|/(2n)] + … .

The loss over this length has a simple leading form. From |Δn₀| = A/(2n), L₀ = nλ/A. Multiplying by Δα₀ cancels n:

Δα₀L₀ = (λ/c) Σ(a_q/τ_q)/Σa_q.

For one carrier type a_q also cancels:

Δα₀L₀ = λ/(cτ_q) = 2π/(ωτ_q).

Within the leading-order Drude model, changing the density of a single type changes the length but not the loss over a π shift, provided τ_q stays the same. In practice the mobility, and so τ_q, may itself depend on density.

The first correction to this product comes from the ratio of the two brackets. For one type the s_q² terms cancel, leaving |Δn₀|/n − |Δn₀|/(2n):

ΔαL = [2π/(ωτ_q)] [1 + |Δn₀|/(2n)] + … .

In decibels the loss is 10 log₁₀(e) ΔαL = 4.343 ΔαL.

**7. Numbers for the Drude estimate**

The frequency is ω = 1.2153×10¹⁵ rad/s. The DC mobility supplies a scattering time through τ_q = m_qμ_q/e, which follows from the zero-frequency velocity |v| = eEτ_q/m_q. It gives

τ_e = 44.1 fs, ωτ_e = 53.5;

τ_h = 33.3 fs, ωτ_h = 40.4.

The plasma terms are

a_e = 8.342×10⁻³,  a_h = 5.526×10⁻³.

Their sum, A = 1.387×10⁻², is far below n² = 12.25, and both values of ωτ_q exceed 40, so both conditions for the expansion hold. With 2n = 7, the index changes are

electrons: −8.342×10⁻³/7 = −1.19×10⁻³;

holes: −5.526×10⁻³/7 = −0.79×10⁻³;

total: Δn₀ = −1.98×10⁻³.

The absorption coefficients follow from a_q/(ncτ_q):

electrons: 8.342×10⁻³/(3.5 × 2.998×10⁸ m/s × 44.1×10⁻¹⁵ s) = 180 m⁻¹ = 1.80 cm⁻¹;

holes: 5.526×10⁻³/(3.5 × 2.998×10⁸ m/s × 33.3×10⁻¹⁵ s) = 158 m⁻¹ = 1.58 cm⁻¹.

The total before rounding the parts is 3.39 cm⁻¹. The π-phase length is

L₀ = 1550 nm/(2 × 1.981×10⁻³) = 391 µm = 0.39 mm.

Over this length Δα₀L₀ = 339 m⁻¹ × 391×10⁻⁶ m = 0.133, a loss of 0.58 dB.

The size of the first correction can now be found. The squares s_e² = 1/53.5² = 3.5×10⁻⁴ and s_h² = 1/40.4² = 6.1×10⁻⁴ have the weighted mean

Σa_q s_q²/A = (8.342 × 3.5 + 5.526 × 6.1)×10⁻⁴/13.868 = 4.5×10⁻⁴.

The other term is |Δn₀|/(2n) = 1.981×10⁻³/7 = 2.8×10⁻⁴. The net relative correction to Δn is −4.5×10⁻⁴ + 2.8×10⁻⁴ = −1.7×10⁻⁴, and L grows by the same fraction, or 0.07 µm. The numerical field-ratio root is 391.3 µm, against 391.2 µm from the leading formula, which agrees with this shift at the printed precision.

For the absorption, the weights are a_e s_e = 1.56×10⁻⁴ and a_h s_h = 1.37×10⁻⁴. They give Σa_q s_q³/B = 4.7×10⁻⁴, while |Δn₀|/n = 5.7×10⁻⁴. The net relative correction is about +1×10⁻⁴. Both corrections are negligible for this estimate.

The program integrates the equation of motion in time and takes the square root without expansion. Its tests confirm the leading formulas for Δn, Δα and L within relative tolerances of 2×10⁻³. Those tolerances are too wide to test the corrections separately.

**8. Comparison with the Soref-Bennett fits**

The Soref-Bennett fits are empirical laws for silicon at this wavelength. With N and P in cm⁻³ and Δα in cm⁻¹,

Δn_fit = −(8.8×10⁻²² N + 8.5×10⁻¹⁸ P^0.8),

Δα_fit = 8.5×10⁻¹⁸ N + 6.0×10⁻¹⁸ P.

The coefficients are inputs here and are not tested by the program. At 10¹⁸ cm⁻³, P^0.8 = 10^14.4 = 2.512×10¹⁴, so the hole term is −2.135×10⁻³. The electron term is −0.88×10⁻³, and the total is

Δn_fit = −3.0×10⁻³.

The fitted absorption is 8.5 + 6.0 = 14.5 cm⁻¹. The fitted π length and loss are

L_fit = 1550 nm/(2 × 3.015×10⁻³) = 257 µm = 0.26 mm,

Δα_fit L_fit = 1450 m⁻¹ × 257×10⁻⁶ m = 0.37, or 1.6 dB.

The ratios of Drude to fit are:

- index change: electrons 1.35, holes 0.37, total 0.66;
- absorption: electrons 0.21, holes 0.26, total 0.23.

The Drude model gives the right sign and order of magnitude for the index change, and a π length about 1.5 times the fitted one. Part of this agreement is cancellation: the electron shift is too large in magnitude and the hole shift too small. The absorption is too small by a factor of about four.

The carrier types also rank differently. At 10¹⁸ cm⁻³, the loss over a π shift for electrons alone is 0.51 dB in the Drude estimate and 3.3 dB from the fits. For holes alone it is 0.68 dB and 0.95 dB. The fitted hole value depends on density, as P/P^0.8 = P^0.2. The Drude estimate slightly favours electrons for a low-loss phase shift, whereas the fits clearly favour holes. The Drude ranking rests only on the input mobilities: it reverses if μ_e/μ_h falls below m_h/m_e = 1.5.

**9. What the mismatch can and cannot tell**

A different scattering time cannot repair the hole index. Squaring n′ + iκ and taking the real part gives

n′² = n² + Re Δε + κ².

For holes alone Re Δε ≥ −a_h, and κ² ≥ 0, so n′ ≥ √(n² − a_h). Hence

|Δn| ≤ n − √(n² − a_h) = 7.895×10⁻⁴

for every τ_h, because here the index always falls. The imaginary part of the square gives 2n′κ = a_h s_h/(1 + s_h²). If n′ ≥ n held, then κ² ≤ a_h² s_h²/[4n²(1 + s_h²)²] < |Re Δε| a_h/(4n²). Since a_h < 4n², this makes κ² < |Re Δε| and so n′² < n², a contradiction. A numerical scan over τ_h finds the same largest reduction to the printed digits, far below the fitted 2.135×10⁻³.

A different mass can match the index at one density, because Δn₀ is proportional to 1/m_q. The required masses are m_q times the Drude-to-fit ratio: 0.35 m₀ for electrons and 0.14 m₀ for holes. These are diagnostic parameters, not band masses. For holes even this repair fails when the density changes. The Drude shift is proportional to P and the fit to P^0.8, so their ratio varies as P^0.2. At 10¹⁷ cm⁻³ it is 0.23 instead of 0.37, and matching would need a still smaller mass. No constant mass reproduces the sublinear fit.

The absorption can be matched at the original masses by shortening both scattering times to about 9 fs. Then ωτ_q is about 11, s_q² is just under 1%, and the index change falls by less than 1%. The absorption mismatch can thus be absorbed into τ_q almost without touching the index.

There are two reasons to distrust the DC scattering time here. First, the model uses a single τ_q. If τ depends on carrier energy, the mobility measures the thermal average ⟨τ⟩, while the absorption at ωτ ≫ 1 measures ⟨1/τ⟩, which is at least 1/⟨τ⟩. Take τ ∝ E^r in a non-degenerate parabolic band at the same mobility. The classical absorption then rises by a factor 1.13 for r = −1/2 and by about 2.7 for r = 3/2, while the index change moves by less than 2%. Second, a classical τ may not apply at this frequency at all. The photon energy is 0.800 eV, which is 31 times kT at 300 K. A carrier that absorbs a photon reaches an energy far above the thermal range in which the DC mobility is determined, and its scattering there need not be the same. The change can go either way: scattering by charged impurities, for example, is weaker at such high energies than in the thermal range. The comparison therefore does not show how much of the missing absorption, if any, comes from using the DC scattering time. The model also omits transitions between bands, which could contribute to the hole response. A quantum calculation of the optical transitions could help to separate these effects.

**10. Range of use**

The expansion fails when ωτ_q is no longer large, as at sufficiently low frequency, where the full expressions of section 3 must be used. It also fails when A becomes comparable with n², at high density or long wavelength. At 1550 nm and 10¹⁸ cm⁻³ neither limit is near. The main uncertainty lies in the physical model and, for the absorption, also in the mobilities used as inputs.

If a waveguide mode overlaps the carriers only weakly, and its effective index changes by ΓΔn with 0 < Γ < 1, the π length becomes L/Γ. If the carrier absorption is weighted by the same Γ, the carrier loss over a π shift is unchanged, since Γ cancels in the product. Loss from other sources then accumulates over the longer path.

Values computed for the example and the checks

```
Wavelength: 1550 nm
Angular frequency: 1.2153e+15 rad/s
Photon energy: 0.800 eV
Photon energy / kT at 300 K: 30.9
Density of each carrier: 1.0e+18 cm^-3
Index without carriers (input): 3.5
Valley masses long, trans (input): 0.92, 0.19 m0
electron: conductivity mass 0.258 m0
electron: mobility (input) 300 cm^2/(V s)
electron: tau 44.1 fs, omega tau 53.5
electron: plasma term 8.342e-03
electron: index change Drude -1.192e-03, fit -8.800e-04
electron: index ratio Drude/fit 1.35
electron: absorption Drude 1.80, fit 8.50 cm^-1
electron: absorption ratio Drude/fit 0.21
electron: mass matching fitted index 0.350 m0
electron: tau matching fitted absorption 9.4 fs
electron alone: loss over pi Drude 0.51, fit 3.25 dB
hole: conductivity mass 0.390 m0
hole: mobility (input) 150 cm^2/(V s)
hole: tau 33.3 fs, omega tau 40.4
hole: plasma term 5.526e-03
hole: index change Drude -7.894e-04, fit -2.135e-03
hole: index ratio Drude/fit 0.37
hole: absorption Drude 1.58, fit 6.00 cm^-1
hole: absorption ratio Drude/fit 0.26
hole: mass matching fitted index 0.144 m0
hole: tau matching fitted absorption 8.8 fs
hole alone: loss over pi Drude 0.68, fit 0.95 dB
Total index change, Drude formula: -1.981e-03
Total index change, unexpanded: -1.981e-03
Total index change, fit: -3.015e-03
Total index ratio Drude/fit: 0.66
Total absorption, Drude formula: 3.39 cm^-1
Total absorption, unexpanded: 3.39 cm^-1
Total absorption, fit: 14.50 cm^-1
Total absorption ratio Drude/fit: 0.23
Pi length, Drude formula: 391.2 um
Pi length, field-ratio root: 391.3 um
Pi length, fit: 257.0 um
Pi length in mm, Drude and fit: 0.391, 0.257 mm
Loss over pi length, Drude: 0.58 dB
Loss over pi length, fit: 1.62 dB
Largest Drude hole shift for any tau: 7.895e-04
Hole index change at 1e+17 cm^-3: Drude -7.89e-05, fit -3.38e-04
Hole index ratio Drude/fit there: 0.23
```
